# Annealed quasirandom structures and a bound on their energy error

## A chain of four sites

Take a chain of equally spaced sites, each holding an atom A or B. Write $s_i=+1$ for A and $s_i=-1$ for B. In a random alloy of equal composition the sites are occupied independently, so the average of $s_is_j$ over two different sites is $\langle s_i\rangle\langle s_j\rangle=0$. We look for a periodic pattern of four sites, two A and two B, that imitates this.

There are six fillings. Four are shifted copies of AABB and two are shifted copies of ABAB. Let $\Gamma_r$ be the average of $s_is_{i+r}$ over the four sites, with indices taken modulo 4. For AABB, $s=(+,+,-,-)$ and

$$\Gamma_1=\frac{1-1+1-1}{4}=0,\qquad \Gamma_2=\frac{-1-1-1-1}{4}=-1 .$$

For ABAB, $\Gamma_1=-1$ and $\Gamma_2=+1$. AABB thus matches the random alloy at distance 1 and fails at distance 2, while ABAB fails at both.

Let the energy per site be $E=J_1\Gamma_1+J_2\Gamma_2$. Its random-alloy mean is zero, so the energy errors are

$$\Delta E_{\rm AABB}=-J_2,\qquad \Delta E_{\rm ABAB}=-J_1+J_2 .$$

The triangle inequality bounds their magnitudes by $|J_2|$ and $|J_1|+|J_2|$. The matched correlation has dropped out of the first bound. If $J_1=J_2\neq0$, however, ABAB has no energy error, because its two mismatches cancel, whereas AABB has an error. A bound built from magnitudes cannot see such a cancellation. It protects against unfavourable signs; it does not rank the actual errors.

Two further features of the chain survive in three dimensions.

First, $\Gamma_4=1$ for every filling, because a site four steps away is the periodic image of the starting site. A small cell therefore has correlations that no rearrangement of atoms can repair. In three dimensions a pair correlation averages over several directions, and it is pinned at 1 only when every one of them is a translation of the cell.

Second, random filling of a finite cell is biased. The average of $\Gamma_1$ over the six fillings is $[4(0)+2(-1)]/6=-1/3$, not zero. For $N$ sites with fixed mean spin $\mu$, the sum of spins is $N\mu$. Squaring it and using $s_i^2=1$ gives

$$N^2\mu^2=\Big(\sum_i s_i\Big)^2=N+\sum_{i\ne j}s_is_j .$$

The last sum has $N(N-1)$ terms. Averaged over all fillings, these terms are equal by symmetry, so each is

$$\overline{s_is_j}=\frac{N^2\mu^2-N}{N(N-1)}=\frac{N\mu^2-1}{N-1}.$$

This is $-1/3$ for $N=4$, $\mu=0$, and it tends to $\mu^2$ as $N$ grows. The formula holds for two distinct cell sites. If a fraction $\phi$ of the pairs at a given distance join a site to its own periodic image, the average over fillings is $\phi+(1-\phi)(N\mu^2-1)/(N-1)$, which can be positive: $N=8$, $\mu=0$, $\phi=1/6$ gives $+1/21$.

## Scoring a structure

Suppose the chain search considers distances 1 and 2. Add the mismatches to obtain $S=|\Gamma_1|+|\Gamma_2|$, and let $L$ be the distance up to which everything matches. AABB has $S=1$, $L=1$; ABAB has $S=2$, $L=0$. Now reward the matched length with a coefficient $\omega\ge0$:

$$Q=S-\omega L .$$

The scores are $1-\omega$ and $2$, so AABB wins.

In general, a cluster is a set of lattice sites, and an orbit $\alpha$ collects the clusters related by lattice symmetry. Let $k_\alpha$ be the number of sites in a cluster, $d_\alpha$ its diameter (the largest distance between two of its sites), and $m_\alpha$ the number of clusters of the orbit per lattice site. For a structure with $N$ sites per cell,

$$\Gamma_\alpha=\frac{1}{Nm_\alpha}\sum_{i=1}^{N}\sum_{c\in\alpha}\prod_{p\in c}s_{i+p}.$$

The inner sum takes one representative $c$ of each class of clusters related by translation; the outer sum translates it through the cell.

In the random alloy the $k_\alpha$ distinct sites are independent, hence

$$\Gamma_\alpha^{\rm rand}=\Big\langle\prod_{p\in c}s_p\Big\rangle=\prod_{p\in c}\langle s_p\rangle=\mu^{k_\alpha}.$$

Set $\Delta\Gamma_\alpha=\Gamma_\alpha-\mu^{k_\alpha}$. The search uses a finite pool of orbits with at least two sites, and the objective is

$$Q=-\omega L+S,\qquad S=\sum_{\alpha\in{\rm pool}}|\Delta\Gamma_\alpha| .$$

Here $L$ is the largest pool diameter such that all pool orbits with $d_\alpha\le L$ have $\Delta\Gamma_\alpha=0$. If the first diameter fails, $L=0$. "Perfectly matched" therefore refers to the pool, and an omitted cluster may be badly wrong even if it is short.

Let $D$ be the largest diameter in the pool. Since $S\ge0$ and $L\le D$,

$$Q\ge-\omega D .$$

A structure that reaches this limit is a certified global minimum. Without that event, a finite annealing run gives no certificate.

A perfect match can also be impossible. The quantity $Nm_\alpha\Gamma_\alpha$ is a sum of $Nm_\alpha$ terms, each $\pm1$, so it is an integer. A match requires $Nm_\alpha\mu^{k_\alpha}$ to be an integer too. For a six-site chain with four A and two B, $\mu=1/3$ and the nearest-neighbour value would have to be $6/9$. Every filling then has $L=0$, and a different cell size is needed. The condition is necessary, not sufficient. With three A and three B on the same chain the target 0 is an integer, but a ring has an even number $u$ of unlike bonds, so the sum $6-2u$ cannot vanish.

## What the reward does

Let $S_{\min}(L)$ be the least mismatch among structures with matched length $L$, and let $L_{\rm top}$ be the greatest length reached by any structure of the given size. The longest match beats a shorter length $L$ when

$$S_{\min}(L_{\rm top})-\omega L_{\rm top}<S_{\min}(L)-\omega L .$$

Moving the $\omega$ terms to one side and dividing by the positive number $L_{\rm top}-L$ gives a lower limit on $\omega$. All shorter lengths are beaten when $\omega$ exceeds

$$\omega^*=\max_{L<L_{\rm top}}\frac{S_{\min}(L_{\rm top})-S_{\min}(L)}{L_{\rm top}-L}.$$

Raising $\omega$ cannot shorten the selected match. To see this, let $(S_1,L_1)$ and $(S_2,L_2)$ be minimizers at $\omega_1<\omega_2$. Each is at least as good as the other at its own $\omega$:

$$S_1-\omega_1L_1\le S_2-\omega_1L_2,\qquad S_2-\omega_2L_2\le S_1-\omega_2L_1 .$$

Add the inequalities and cancel $S_1+S_2$. What remains is $0\le(\omega_2-\omega_1)(L_2-L_1)$, so $L_2\ge L_1$. At $\omega=0$ the search minimizes the mismatch sum alone.

## Cells, clusters and wrapping

On the chain, periodicity means taking an index modulo $N$. In three dimensions the shape of the cell also matters. In terms of primitive lattice vectors, each supercell lattice of $N$ sites has one description by the rows

$$(a,b,c),\quad(0,d,e),\quad(0,0,f),\qquad adf=N,$$

with $0\le b<d$ and $0\le c,e<f$. This is the Hermite normal form. For given $a,d,f$ there are $d$ choices of $b$ and $f$ choices each of $c$ and $e$, so the number of cells is $\sum_{adf=N}df^2$.

To wrap a lattice point $(x,y,z)$ into the cell:

1. Subtract $\lfloor x/a\rfloor$ times the first row.
2. With the new $y$, subtract $\lfloor y/d\rfloor$ times the second row.
3. Reduce $z$ modulo $f$. The site index is $(xd+y)f+z$.

For example, let the rows be $(2,1,1)$, $(0,2,1)$, $(0,0,2)$, so that $N=8$. The point $(3,0,1)$ becomes $(1,-1,0)$ after step 1. In step 2, $\lfloor-1/2\rfloor=-1$, so the second row is added, giving $(1,1,1)$. Its index is $(1\cdot2+1)\cdot2+1=7$.

Cluster orbits are generated by applying the symmetry operations of the lattice, 48 for a cubic one, to a trial cluster. After each operation, sort the sites and subtract the first from all of them. Clusters that differ by a translation then become identical, and the number of different results is $m_\alpha$. This recipe assumes one site per primitive cell, as in fcc or bcc; for a parent structure with a basis, such as diamond or hcp, the full space group and a count per site are needed. An fcc site has 12 nearest neighbours, for instance, but each pair is shared by two sites, so $m=6$.

For each cell shape, store a table of the wrapped site indices of every cluster. A correlation is then a product of tabulated spins followed by an average. If two sites of a cluster wrap onto the same cell site, their spins multiply to 1 and the product for that cluster falls to a lower order. This is the mechanism behind the chain's $\Gamma_4=1$; the table includes it without special treatment. Other clusters of the same orbit need not wrap, so the orbit average can still match the random value.

## The annealing search

The search moves through both shapes and fillings:

```
draw a cell and a filling; compute Q; store as best
for each search temperature T in the cooling schedule:
    with probability 1/4:
        propose a random cell with a fresh random filling
    otherwise:
        propose exchanging a random A with a random B
    compute Q_new
    if Q_new <= Q or random() < exp((Q - Q_new)/T):
        accept the proposal and set Q = Q_new
    if Q is below the best value: store this structure
return the stored structure
```

The temperature $T$ is dimensionless, like $Q$, and has nothing to do with the temperature of the alloy.

The acceptance rule can be justified at fixed $T$. With $n_A$ atoms A and $n_B$ atoms B, a particular exchange is chosen with probability $1/(n_An_B)$, and so is its reverse. A fresh draw is uniform over all cells and fillings. The proposal probability $g$ is therefore the same in both directions between states $x$ and $y$. Multiplying the weight $e^{-Q_x/T}$ by the probability of proposing and accepting $y$ gives

$$e^{-Q_x/T}\,g\,\min\!\big(1,e^{-(Q_y-Q_x)/T}\big)
=g\,\min\!\big(e^{-Q_x/T},e^{-Q_y/T}\big).$$

The right side is unchanged when $x$ and $y$ are exchanged, so the flows balance and $e^{-Q/T}$ is the stationary weight. Fresh draws can reach every state, so this stationary distribution is unique. Lowering $T$ concentrates it on small $Q$. A finite cooling schedule may still become trapped, which is why several runs are made.

The numerical check confirms this on four-site fcc cells at $T=1$: the mean of $Q$ is 0.674 from the weighted sum over all states and $0.697\pm0.030$ from the sampler.

## The energy bound

Assume a fixed parent lattice and an energy per site given by the cluster expansion

$$E=J_0+J_{\rm pt}\,\mu+\sum_\alpha m_\alpha J_\alpha\Gamma_\alpha ,$$

where $\alpha$ runs over a finite set of orbits with two or more sites. Averaging over the random alloy replaces $\Gamma_\alpha$ by $\mu^{k_\alpha}$. When the structure and the random alloy have the same mean spin $\mu$, the constant and point terms cancel in the difference:

$$E-E_{\rm rand}=\sum_\alpha m_\alpha J_\alpha\,\Delta\Gamma_\alpha .$$

Split the sum into orbits inside and outside the pool, and apply the triangle inequality. Outside the pool the search has controlled nothing, but an average of products $\pm1$ obeys $|\Gamma_\alpha|\le1$, so $|\Delta\Gamma_\alpha|\le1+|\mu|^{k_\alpha}$. Therefore

$$|E-E_{\rm rand}|\le\sum_{\rm pool}m_\alpha|J_\alpha||\Delta\Gamma_\alpha|+T_{\rm out},$$

$$T_{\rm out}=\sum_{\rm outside}m_\alpha|J_\alpha|(1+|\mu|^{k_\alpha}).$$

The multiplicities belong in the bound: a weak interaction repeated over many clusters can matter as much as a strong one with few. Pool orbits with $d_\alpha\le L$ contribute nothing.

To connect the bound with the search, let $K$ be the largest $m_\alpha|J_\alpha|$ among mismatched pool orbits, with $K=0$ if there are none. Replacing each weight by $K$ gives

$$|E-E_{\rm rand}|\le KS+T_{\rm out}=K(Q+\omega L)+T_{\rm out}.$$

This form is looser, but it shows why a long match helps when the weights $m_\alpha|J_\alpha|$ fall with diameter: the strong short-range terms are removed from $K$. Since $S$ does not contain the weights $m_\alpha|J_\alpha|$, minimizing $Q$ need not minimize the sharper bound.

The result concerns the stated expansion. It does not include the error of the expansion itself, and it covers atomic relaxation only as far as the $J_\alpha$ describe relaxed energies. For interactions of unlimited range, $T_{\rm out}$ must converge; otherwise the bound says nothing. The number of pairs per unit distance grows as $d^2$, so pair interactions whose magnitude falls as $d^{-3}$ or more slowly make $T_{\rm out}$ diverge.

## An fcc model alloy

Take equal composition, $\mu=0$, a lattice constant of 7 bohr and $\omega=0.2$ per bohr. The model interactions are

$$J_\alpha=A_{k}\left(\frac{d_1}{d_\alpha}\right)^6,\qquad A_2=1,\quad A_3=0.3,\quad A_4=0.2\ \text{mHa},$$

with $d_1=4.950$ bohr the nearest-neighbour distance. The pool has 14 orbits: six pair shells, the triplets with diameters up to the third-neighbour distance, and the nearest-neighbour tetrahedron. Two more pair shells contribute to the energy but lie outside the pool.

**Eight sites.** There are 155 cells with 70 fillings each, few enough to enumerate:

| $L$ (bohr) | least $S$ |
|---:|---:|
| 0 | 0.3333 |
| 4.950 | 1.0417 |
| 7.000 | 0.5000 |

The smallest mismatch sum belongs to a structure with $L=0$: at least one orbit of nearest-neighbour diameter (pair, triangle or tetrahedron) is already mismatched. The longest match beats it when

$$\omega>\frac{0.5000-0.3333}{7.000-0}=0.0238\ \text{per bohr}.$$

The middle row has a larger $S$ than the last, so it sets no stricter limit. At $\omega=0.2$ the optimum is $Q=0.5-0.2\times7=-0.9$, and the best of three annealing runs of 5,000 steps finds the same value. This is a weak test of the search, since 384 of the 10,850 states (3.5%) are optimal and random drawing finds one quickly. The pool part of the energy bound is 0.1053 mHa per site for this optimum, while another structure has 0.0999 mHa. The objective and the bound do select different structures here.

**Sixteen sites.** There are now 651 cells. Four runs of 10,000 steps, cooled geometrically from $T=1$ to $0.05$, return the stored best values $Q=-1.548$, $-2.425$, $-1.897$ and $-2.425$. The pool's largest diameter is 12.124 bohr, so the lower limit is $-0.2\times12.124\approx-2.425$. Two runs reach it and are certified optimal for this pool; the other two stopped short.

The best structure found has $S=0$; it is one of several that do. Its cell vectors, in units of half the lattice constant, are $(3,1,4)$, $(4,0,4)$, $(4,4,0)$. The first two differ by the nearest-neighbour vector $(1,-1,0)$, so rows along that direction are pure A or pure B: their pair product $+1$ is offset by $-1/2$ in two other directions, the remaining three directions give zero, and the orbit average vanishes. Outside the pool, its seventh pair shell also matches, but its eighth, at 14 bohr, has $\Gamma=-1$. An average of products $\pm1$ can equal $-1$ only if every product is $-1$. Translation by 14 bohr along a cube axis therefore turns every A into B and every B into A. This explains the vanishing triplets: the translation multiplies each three-site product by $(-1)^3$, yet it cannot change the average over all sites, so $\Gamma=-\Gamma=0$.

The eighth shell has $mJ=0.0059$ mHa and is the sole mismatch in the energy, hence

$$E-E_{\rm rand}=0.0059\times(-1)=-0.0059\ \text{mHa per site},$$

or $-0.16$ meV per site. The small error relies on the model: the two four-site orbits of diameter 7 bohr, which carry no interaction here and are not in the pool, have $\Gamma=1/3$ (the square) and $-1/6$ in this structure. With the same law for $J_\alpha$ they would have $J=0.025$ mHa and $m=3$ and $12$, adding $0.025-0.050=-0.025$ mHa and making the error $-0.031$ mHa per site; all four-site clusters up to 11.07 bohr bring it to about $-0.11$ mHa, and $T_{\rm out}$ would have to include them. The bound does not use the actual correlations outside the pool. With $K=0$ it consists of the two outside weights,

$$T_{\rm out}=0.0700+0.0059\approx0.076\ \text{mHa per site},$$

or 2.1 meV per site. It is about 13 times the actual error, mainly because it allows for a complete failure of the seventh shell, which in fact matches. Both numbers depend on cutting the pair interaction at the eighth shell: continuing the $d^{-6}$ law to all shells raises $T_{\rm out}$ to about 0.20 mHa and changes the error to about $-0.005$ mHa per site.

For comparison, 13,020 random fillings spread over the same cells have a mean absolute energy error of 0.62 mHa per site. The best of them also reaches $Q=-2.425$. Selecting by $Q$ is thus valuable here, but this example does not show that annealing finds the optimum more efficiently than repeated random drawing: 13,020 random draws reached it, while the four annealing runs took 40,000 steps in all.

## Calculated quantities

```
lattice constant 7.0 bohr; omega 0.20 /bohr
orbits: 16 in energy, 14 in pool
mu=0.5 random energy: formula 2.3016 mHa
  sampled 2.2985 +- 0.0232 mHa
4-site mean Q at search T=1.0: exact 0.6739
  sampled 0.6968 +- 0.0301
8-site cells 155, fillings each 70
8-site mean pair product, distinct sites: -0.14286
8-site L = 0.000 bohr: least S = 0.3333
8-site L = 4.950 bohr: least S = 1.0417
8-site L = 7.000 bohr: least S = 0.5000
8-site threshold omega* = 0.0238 /bohr
8-site minimum Q: enumerated -0.90000, annealed -0.90000
8-site pool bound at minimum Q: 0.1053 mHa
8-site least pool bound: 0.0999 mHa
16-site cells 651; steps per run 10000
16-site Q of runs: -1.5480, -2.4249, -1.8966, -2.4249
16-site best: Q -2.4249, S 0.0000, L 12.124 bohr
lower limit of Q: -2.4249
cell vectors (a/2): (3, 1, 4) (4, 0, 4) (4, 4, 0)
A sites (a/2): (0, 0, 0) (3, 3, 0) (2, 1, 1) (3, 2, 1)
A sites (a/2): (4, 2, 2) (5, 3, 2) (3, 0, 3) (4, 1, 3)
B sites (a/2): (1, 1, 0) (2, 2, 0) (1, 0, 1) (4, 3, 1)
B sites (a/2): (2, 0, 2) (3, 1, 2) (5, 2, 3) (6, 3, 3)
k, diameter (bohr), m, m*J (mHa), Gamma of best
2   4.950   6   6.0000   0.0000
3   4.950   8   2.4000   0.0000
4   4.950   2   0.4000   0.0000
2   7.000   3   0.3750   0.0000
3   7.000  12   0.4500   0.0000
2   8.573  12   0.4444   0.0000
3   8.573  24   0.2667   0.0000
3   8.573  24   0.2667   0.0000
3   8.573  24   0.2667   0.0000
3   8.573   8   0.0889   0.0000
3   8.573  24   0.2667   0.0000
2   9.899   6   0.0938   0.0000
2  11.068  12   0.0960   0.0000
2  12.124   4   0.0185   0.0000
2  13.096  24   0.0700   0.0000 outside
2  14.000   3   0.0059  -1.0000 outside
best energy error -0.00586 mHa = -0.159 meV/site
pool part 0.00000 mHa, outside part T 0.07583 mHa
bound 0.07583 mHa = 2.063 meV/site
K 0.0000 mHa; K*S+T 0.0758 mHa
random fillings 13020: lowest Q -2.4249
  mean |energy error| 0.6230 mHa/site
```
